# Floquet Green's Function and Sideband Current of a Harmonically Driven Level

## Problem

A single spinless electronic level is shaken harmonically,

$$\varepsilon(t)=\varepsilon_0+A\cos\Omega t ,$$

and exchanges electrons with two static leads $a=L,R$:

$$H=\varepsilon(t)d^\dagger d+\sum_{ak}\varepsilon_{ak}c_{ak}^\dagger c_{ak}+\sum_{ak}\left(V_{ak}c_{ak}^\dagger d+V_{ak}^*d^\dagger c_{ak}\right).$$

The leads are wide-band: $\Gamma_a=2\pi\sum_k|V_{ak}|^2\delta(E-\varepsilon_{ak})$ does not depend on $E$, and the leads do not shift the level. Put $\Gamma=\Gamma_L+\Gamma_R$. Before contact, at a remote time $t_0$, lead $a$ has the Fermi function $f_a(E)$. There is no electron–electron interaction. In the derivation $\hbar=1$, so $\Omega$ is also an energy; let $\alpha=A/\Omega$.

(a) Find the retarded function $G^r(t,t')=-i\theta(t-t')\langle\{d(t),d^\dagger(t')\}\rangle$.

(b) Find its Floquet components $G_{mk}(E)$, defined by

$$\int dt'\,G^r(t,t')e^{-i(E+k\Omega)t'}=\sum_m G_{mk}(E)e^{-i(E+m\Omega)t}.$$

(c) Find the period average of the current leaving the left lead. Count it positive for electrons flowing from $L$ to $R$, with $e>0$.

(d) Evaluate it at zero temperature for $\hbar\Omega=0.5$, $A=0.75$, $\varepsilon_0=0.5$, $\Gamma_L=0.04$, $\Gamma_R=0.06$, $\mu_L=0.1$ and $\mu_R=-0.1$, all in meV. Compare with the undriven level.

## Hints

1. Solve the equation of motion of $c_{ak}$ first. With a flat band, the memory kernel of the leads becomes a delta function at the end of the integration range.
2. The drive enters $G^r$ as a product of a phase at $t$ and a phase at $t'$. Expand with $e^{i\alpha\sin x}=\sum_nJ_n(\alpha)e^{inx}$.
3. The function $A(E,t)=\int dt'\,G^r(t,t')e^{iE(t-t')}$ determines both the occupation and the current. Its argument list distinguishes it from the amplitude $A$.
4. Compare the averages of $\operatorname{Im}A(E,t)$ and $|A(E,t)|^2$.

## Solution

### (a) Retarded function

The Heisenberg equations are

$$i\dot d=\varepsilon(t)d+\sum_{ak}V_{ak}^*c_{ak},\qquad i\dot c_{ak}=\varepsilon_{ak}c_{ak}+V_{ak}d .$$

The second has the solution

$$c_{ak}(t)=e^{-i\varepsilon_{ak}(t-t_0)}c_{ak}(t_0)-iV_{ak}\int_{t_0}^tdt'\,e^{-i\varepsilon_{ak}(t-t')}d(t').$$

Multiply by $V_{ak}^*$ and sum over $k$. The kernel is

$$\sum_k|V_{ak}|^2e^{-i\varepsilon_{ak}(t-t')}=\Gamma_a\int\frac{dE}{2\pi}e^{-iE(t-t')}=\Gamma_a\delta(t-t').$$

For a wide symmetric band this is a narrow even peak, and the integral ending at $t$ covers half of it. Hence

$$\sum_kV_{ak}^*c_{ak}(t)=\xi_a(t)-\frac{i\Gamma_a}{2}d(t),\qquad \xi_a(t)=\sum_kV_{ak}^*e^{-i\varepsilon_{ak}(t-t_0)}c_{ak}(t_0). \tag{1}$$

With $\xi=\xi_L+\xi_R$ the level obeys

$$i\dot d=\left[\varepsilon(t)-\tfrac{i}{2}\Gamma\right]d+\xi(t). \tag{2}$$

For $t>t'$, $d^\dagger(t')$ contains $d^\dagger(t_0)$ and $\xi^\dagger(s)$ with $s\le t'$. Both anticommute with $\xi(t)$, because $\{\xi(t),\xi^\dagger(s)\}=\Gamma\delta(t-s)$. The source therefore drops out of the equation for $G^r$. Differentiating the step function, with $\{d,d^\dagger\}=1$ at equal times, gives

$$\left[i\partial_t-\varepsilon(t)+\tfrac{i}{2}\Gamma\right]G^r(t,t')=\delta(t-t'). \tag{3}$$

This first-order equation is integrated directly. Since $\int_{t'}^tA\cos\Omega s\,ds=\alpha(\sin\Omega t-\sin\Omega t')$,

$$G^r(t,t')=-i\theta(t-t')e^{-i(\varepsilon_0-i\Gamma/2)(t-t')}e^{-i\alpha\sin\Omega t}e^{i\alpha\sin\Omega t'}. \tag{4}$$

The leads supply the decay, and the drive supplies a pure phase.

### (b) Floquet components

Let $g(E)=1/(E-\varepsilon_0+i\Gamma/2)$ be the undriven function. Expand the last factor of (4) and put $\tau=t-t'$:

$$A(E,t)=e^{-i\alpha\sin\Omega t}\sum_nJ_ne^{in\Omega t}\left[-i\int_0^\infty d\tau\,e^{i(E-n\Omega-\varepsilon_0+i\Gamma/2)\tau}\right].$$

The bracket is $g(E-n\Omega)$; its upper limit vanishes because $\Gamma>0$. Thus

$$A(E,t)=e^{-i\alpha\sin\Omega t}\sum_nJ_ne^{in\Omega t}g(E-n\Omega). \tag{5}$$

Now expand the outer phase as $\sum_lJ_le^{-il\Omega t}$. A term $e^{-im\Omega t}$ arises when $l-n=m$, so

$$G_{m0}(E)=\sum_nJ_{n+m}J_n\,g(E-n\Omega).$$

For general $k$, the definition shows that the input energy is $E+k\Omega$ and the output lies $m-k$ quanta above it. Therefore $G_{mk}(E)=G_{m-k,0}(E+k\Omega)$. Renaming $n\to n+k$ in the sum gives

$$\boxed{G_{mk}(E)=\sum_nJ_{n+m}(\alpha)J_{n+k}(\alpha)\,g(E-n\Omega)} \tag{6}$$

The same object is the inverse of a matrix. Apply the operator in (3) to the definition of $G_{mk}$ and use $A\cos\Omega t=\tfrac A2(e^{i\Omega t}+e^{-i\Omega t})$. Equating the coefficients of $e^{-i(E+m\Omega)t}$ gives

$$\left(E+m\Omega-\varepsilon_0+\tfrac{i}{2}\Gamma\right)G_{mk}-\tfrac A2\left(G_{m-1,k}+G_{m+1,k}\right)=\delta_{mk}.$$

Numerical inversion of this matrix was tested against (6), and a direct time integration of the equation for $A(E,t)$ was tested against (5).

The averages over a period, written $\langle\dots\rangle$, are now short. The factor $e^{-i\alpha\sin\Omega t}$ has modulus one, and $\langle e^{i(n-n')\Omega t}\rangle=\delta_{nn'}$. Hence

$$\langle|A(E,t)|^2\rangle=\sum_nJ_n^2\,|g(E-n\Omega)|^2. \tag{7}$$

In $\langle A(E,t)\rangle$ the average $\langle e^{-i\alpha\sin\Omega t}e^{in\Omega t}\rangle$ is the complex conjugate of the $n$th Fourier coefficient of $e^{i\alpha\sin x}$. It equals $J_n$, so

$$\langle A(E,t)\rangle=\sum_nJ_n^2\,g(E-n\Omega). \tag{8}$$

The averaged spectral function $-2\operatorname{Im}\langle A(E,t)\rangle$ therefore has sidebands at $\varepsilon_0+n\Omega$ with the Tien–Gordon weights $J_n^2$. Averaging $|e^{i\alpha\sin x}|^2=1$ gives $\sum_nJ_n^2=1$: the drive redistributes spectral weight without creating any. Differentiating the expansion gives $\alpha\cos x\,e^{i\alpha\sin x}=\sum_nnJ_ne^{inx}$. The average of its squared modulus is $\sum_nn^2J_n^2=\alpha^2/2$. The root-mean-square displacement of the weights is thus $A/\sqrt2$, as for the level energy itself.

### (c) Average current

Let $N_L=\sum_kc_{Lk}^\dagger c_{Lk}$. The equation for $c_{Lk}$ gives

$$\frac{d\langle N_L\rangle}{dt}=\sum_k\left\langle-iV_{Lk}c_{Lk}^\dagger d+iV_{Lk}^*d^\dagger c_{Lk}\right\rangle=-2\operatorname{Im}\Big\langle d^\dagger\sum_kV_{Lk}^*c_{Lk}\Big\rangle .$$

The current is $I_L=-e\,d\langle N_L\rangle/dt$. With (1) and $N(t)=\langle d^\dagger d\rangle$,

$$I_L=e\left[2\operatorname{Im}\langle d^\dagger\xi_L\rangle-\Gamma_LN\right]. \tag{9}$$

The first term is injection from the lead; the second is escape into it.

Once the initial occupation has decayed, (2) gives $d(t)=\int dt'\,G^r(t,t')\xi(t')$. The initial Fermi seas are uncorrelated with each other and satisfy

$$\langle\xi_a^\dagger(t')\xi_b(t'')\rangle=\delta_{ab}\Gamma_a\int\frac{dE}{2\pi}f_a(E)e^{iE(t'-t'')}.$$

Inserting this twice, and recognizing the time integrals as $A(E,t)$ or its conjugate, gives

$$N(t)=\sum_a\int\frac{dE}{2\pi}\Gamma_af_a|A(E,t)|^2,\qquad \langle d^\dagger\xi_L\rangle=\Gamma_L\int\frac{dE}{2\pi}f_LA^*(E,t).$$

Since $\operatorname{Im}A^*=-\operatorname{Im}A$, equation (9) becomes

$$I_L(t)=-e\Gamma_L\left[N(t)+\int\frac{dE}{\pi}f_L\operatorname{Im}A(E,t)\right].$$

For the undriven function $-2\operatorname{Im}g=\Gamma|g|^2$. Applying this to each term of (8) and comparing with (7) gives

$$-2\operatorname{Im}\langle A(E,t)\rangle=\Gamma\langle|A(E,t)|^2\rangle .$$

This balance between injection and escape holds on average. The period average of the current is therefore

$$\bar I=e\Gamma_L\int\frac{dE}{2\pi}\left[(\Gamma_L+\Gamma_R)f_L-\Gamma_Lf_L-\Gamma_Rf_R\right]\langle|A(E,t)|^2\rangle .$$

The terms $\Gamma_Lf_L$ cancel. Restoring $\hbar$, with $1/(2\pi\hbar)=1/h$,

$$\boxed{\bar I=\frac eh\int dE\,\bar T(E)(f_L-f_R),\quad \bar T(E)=\sum_nJ_n^2\frac{\Gamma_L\Gamma_R}{(E-\varepsilon_0-n\hbar\Omega)^2+\Gamma^2/4}} \tag{10}$$

Each term is the static resonance moved by $n\hbar\Omega$. Exchanging $L$ and $R$ reverses the sign, so what leaves one lead on average enters the other. At a given instant the two currents can differ, because the level stores charge.

By Parseval's theorem $\langle|A(E,t)|^2\rangle=\sum_m|G_{m0}|^2$. An input at energy $E$ makes $d(t)$ oscillate as $\sum_mG_{m0}e^{-i(E+m\Omega)t}$. By the equation for $c_{Rk}$, component $m$ feeds the states of the static right lead at energy $E+m\hbar\Omega$, at a rate $\Gamma_R$ times its squared amplitude. Thus $\Gamma_L\Gamma_R|G_{m0}(E)|^2$ is the transmission from energy $E$ to $E+m\hbar\Omega$. The index $n$ labels a resonance; $m$ labels the net energy exchange. They are different numbers.

**Limits.** For weak drive $J_0\approx1-\alpha^2/4$ and $J_{\pm1}\approx\pm\alpha/2$. The central weight is $1-\alpha^2/2$ and the first two sidebands have $\alpha^2/4$ each, to order $\alpha^2$. At zero temperature and a bias $\mu_L-\mu_R=eV$ much smaller than $\Gamma$, $\bar T$ hardly varies across the window, so $\bar I\approx(e^2/h)\bar T(\mu)V$. If also $\hbar\Omega\gg\Gamma$, sweeping $\varepsilon_0$ shows separate conductance peaks near $\varepsilon_0=\mu-n\hbar\Omega$, where their weights are not negligible.

**Where the result fails.** The local kernel above (1) needs flat leads. As a counterexample, take $\Gamma_a(E)=\Gamma_aD^2/(E^2+D^2)$ with $D=0.3$ meV and the other parameters of (d). Such leads contribute the self-energy $\Sigma(E)=\tfrac12\Gamma D/(E+iD)$, which has a real part. In row $m$ of the Floquet matrix, the term $+\tfrac i2\Gamma$ is replaced by $-\Sigma(E+m\hbar\Omega)$, and the true transmission summed over exit energies is $\Gamma_L(E)\sum_m\Gamma_R(E+m\hbar\Omega)|G_{m0}(E)|^2$. At $E=0$ it is 0.618. The sum of shifted static curves gives 0.082. Its $n=-1$ term evaluates the static transmission at $0.5$ meV $=\varepsilon_0$, where both couplings are reduced by $s=0.09/0.34\approx0.26$. That reduction alone would leave the resonant value $4\Gamma_L\Gamma_R/\Gamma^2=0.96$ unchanged. However, $\operatorname{Re}\Sigma=0.022$ meV there exceeds the half-width $0.013$ meV and detunes the level. With $|\Sigma|^2=s\Gamma^2/4$, the static transmission is $\Gamma_L\Gamma_Rs^2/|\Sigma|^2=0.96s\approx0.254$, and the weight $J_{-1}^2=0.311$ turns it into 0.079 of the 0.082. The electron really enters at zero energy, where the left coupling is full, and leaves at the energies $m\hbar\Omega$, each with its own right coupling. A shifted static curve instead evaluates both couplings and $\operatorname{Re}\Sigma$ at the single energy $E-n\hbar\Omega$.

### (d) Numbers

At zero temperature the integral runs from $\mu_R$ to $\mu_L$. With $x=E-\varepsilon_0-n\hbar\Omega$,

$$\int\frac{dx}{x^2+\Gamma^2/4}=\frac2\Gamma\arctan\frac{2x}{\Gamma},$$

so that

$$\bar I=\frac eh\frac{2\Gamma_L\Gamma_R}{\Gamma}\sum_nJ_n^2\theta_n,$$

$$\theta_n=\arctan\frac{2(\mu_L-\varepsilon_0-n\hbar\Omega)}{\Gamma}-\arctan\frac{2(\mu_R-\varepsilon_0-n\hbar\Omega)}{\Gamma}.$$

Here $\alpha=1.5$, the drive frequency is 121 GHz, and $2\Gamma_L\Gamma_R/\Gamma=0.048$ meV. An energy of 1 meV multiplied by $e/h$ corresponds to 38.74 nA.

The bare level at 0.5 meV lies outside the window from $-0.1$ to $0.1$ meV. The $n=-1$ resonance lies at its centre: an electron at zero energy reaches the level by absorbing one quantum. For it $\theta_{-1}=2\arctan2=2.2143$ and $J_{-1}^2=0.3113$, so its share is

$$38.74\times0.048\times0.3113\times2.2143\ \text{nA}=1.282\ \text{nA}.$$

The complete resonance would have $\theta=\pi$; the window takes about 70% of it. The resonances $n=0$, $1$ and $-2$ add 0.020, 0.006 and 0.004 nA through their tails. The total is

$$\bar I=1.312\ \text{nA}.$$

Without the drive, $\theta_0=0.0412$ carries unit weight and the current is 0.077 nA. The drive raises it by a factor of 17, and the $n=-1$ resonance supplies 98% of the driven current. These values need $k_BT\ll\Gamma$, and $\Gamma=0.1$ meV corresponds to about 1.2 K. With thermal Fermi functions, (10) gives 1.30 nA at 0.1 K, 1.22 nA at 0.3 K and 0.79 nA at 1 K, where the factor has fallen to about 5.

The peaks of $\bar T$ can be read in the same way. The undriven peak is $4\Gamma_L\Gamma_R/\Gamma^2=0.96$, and $0.96J_{-1}^2=0.299$. The actual value at $E=0$ is 0.303, because the tails of the other resonances, all positive, add to it.

The exit energies are spread. For entry at $E=0$, the transmissions with $m=0,1,2$ are 0.097, 0.080 and 0.092. Keeping just the resonant term $n=-1$ in (6) gives $0.299J_{m-1}^2$, which is equal for $m=0$ and $m=2$. The remaining terms of (6) add a different amplitude for each $m$, and this produces the difference. An electron that used the one-quantum resonance may thus leave with no net energy gain, having returned the quantum.

Formula (10) was also tested without Green's functions, by following the charge moved per period between two finite leads with filled Fermi seas. This gave 1.330 nA, 1.4% above the wide-band value. A band of half-width $W=3$ meV shifts a state of energy $E\ll W$ by

$$\frac{\Gamma}{2\pi}\ln\frac{W+E}{W-E}\approx\frac{\Gamma E}{\pi W},$$

a relative change of $\Gamma/(\pi W)=0.011$, comparable with the deviation. The simulated current and its deviation are in the numerical output; the band width was not varied, so the cause of the deviation was not tested separately.

## Variation 1: move the leads instead

*Hold the level at $\varepsilon_0$ and add $-A\cos\Omega t$ to all lead energies. What is $\bar I$? What changes if this is done to the left lead alone?*

Again $\hbar=1$. In the first case the new Hamiltonian is $H-A\cos\Omega t\,N_{\rm tot}$, where $N_{\rm tot}$ counts all electrons. Since $N_{\rm tot}$ commutes with $H$, the added term multiplies the evolution operator by $e^{i\alpha\sin\Omega t\,N_{\rm tot}}$, up to a constant phase of the same kind. Occupations and currents commute with $N_{\rm tot}$ and are unchanged, so (10) still holds.

In the second case $\xi_L$ acquires the factor $e^{i\alpha\sin\Omega t}$, while $\xi_R$ does not. The delta kernel is unaffected, because the phases at equal times cancel. A left electron of energy $E$ now drives the static level with $\sum_nJ_ne^{-i(E-n\Omega)t}$, and the response is $\sum_nJ_ng(E-n\Omega)e^{-i(E-n\Omega)t}$. Its mean square is $S(E)=\sum_nJ_n^2|g(E-n\Omega)|^2$. The averaged injection term in (9) becomes $\Gamma_L\int(dE/2\pi)f_L\Gamma S$. Subtracting the escape term gives

$$\bar I=\frac eh\Gamma_L\Gamma_R\int dE\left[f_LS(E)-f_R|g(E)|^2\right].$$

The two Fermi functions no longer multiply the same transmission. Take zero temperature, $\mu_L=\mu_R=\varepsilon_0-\Omega$ and weak drive. Then $n=0,\pm1$ contribute to order $\alpha^2$, and

$$\bar I\approx\frac eh\frac{2\Gamma_L\Gamma_R}{\Gamma}\frac{\alpha^2}{4}\left[2\arctan\frac{2\Omega}{\Gamma}-\arctan\frac{4\Omega}{\Gamma}\right]>0 .$$

A current flows without a mean bias: left electrons can absorb a quantum to reach the level, while right electrons cannot. Equation (10) cannot describe this, since it vanishes for $f_L=f_R$.

## Variation 2: slow drive

*What becomes of the sidebands when the level moves slowly?*

From (3), $A(E,t)$ satisfies

$$i\partial_tA(E,t)+\left[E-\varepsilon(t)+\tfrac i2\Gamma\right]A(E,t)=1 .$$

If the derivative is small compared with one, $A(E,t)\approx1/[E-\varepsilon(t)+i\Gamma/2]$. The derivative of this expression is $\dot\varepsilon/[E-\varepsilon(t)+i\Gamma/2]^2$, of magnitude at most $4A\Omega/\Gamma^2$. The approximation therefore holds at every instant if $A\Omega\ll\Gamma^2/4$ and $\Omega\ll\Gamma$, the second condition keeping higher derivatives small. Then

$$\bar T(E)\approx\int_0^{2\pi}\frac{dx}{2\pi}\,\frac{\Gamma_L\Gamma_R}{(E-\varepsilon_0-A\cos x)^2+\Gamma^2/4}.$$

This is the static transmission averaged over the positions of the level. The averaged formula holds more widely than the instantaneous one. The period average of the two drive phases in (4) is $J_0\big(2\alpha\sin(\Omega\tau/2)\big)$, and the slow limit replaces it by $J_0(A\tau)$. For $\Omega\tau\ll1$ the arguments differ by $A\Omega^2\tau^3/24$, and $\tau$ is limited to about $2/\Gamma$, so $\Omega\ll\Gamma$ and $A\Omega^2\ll\Gamma^3$ suffice for $\bar T$. The sidebands are still present in (10), but their spacing is smaller than their width and they merge. If $A\gg\Gamma$, the broad curve is highest near $\varepsilon_0\pm A$, where the level turns round and spends most time per unit energy. The example in (d) is in the opposite regime: $A\hbar\Omega=0.375$ meV², whereas $\Gamma^2/4=0.0025$ meV².

## Computed values

```
hbar*Omega = 0.500 meV, frequency = 120.90 GHz
A = 0.750 meV, alpha = A/(hbar*Omega) = 1.500
Gamma_L = 0.040 meV, Gamma_R = 0.060 meV, Gamma = 0.100 meV
e0 = 0.500 meV, mu_L = 0.100 meV, mu_R = -0.100 meV
(e/h) * 1 meV = 38.7405 nA
2*Gamma_L*Gamma_R/Gamma = 0.0480 meV
n, centre (meV), J_n, J_n^2, arctan difference, current part (nA)
 -4  -1.500   0.01177  0.000138  0.004459   0.000001
 -3  -1.000  -0.06096  0.003717  0.010075   0.000070
 -2  -0.500   0.23209  0.053865  0.041214   0.004128
 -1   0.000  -0.55794  0.311293  2.214297   1.281774
  0   0.500   0.51183  0.261968  0.041214   0.020077
  1   1.000   0.55794  0.311293  0.010075   0.005832
  2   1.500   0.23209  0.053865  0.004459   0.000447
  3   2.000   0.06096  0.003717  0.002505   0.000017
sum of all J_n^2 = 1.000000
sum of n^2 J_n^2 = 1.125000
average current, arctangent sum = 1.31235 nA
average current, Floquet matrix quadrature = 1.31235 nA
undriven current = 0.07664 nA
driven/undriven current = 17.124
share of n=-1 in current = 0.9767
finite leads, current out of left = 1.3304 nA
finite leads, current into right = 1.3304 nA
finite leads, relative deviation left = 0.0138
finite leads, half bandwidth = 3.0 meV, 480 levels per lead
undriven peak transmission = 0.9600
n, Tbar at centre, undriven peak times J_n^2
 -2 0.05570 0.05171
 -1 0.30266 0.29884
  0 0.25767 0.25149
  1 0.30266 0.29884
  2 0.05570 0.05171
entry at E = 0: m, exit energy (meV), transmission into channel m
 -2  -1.00 0.00115
 -1  -0.50 0.01668
  0   0.00 0.09679
  1   0.50 0.07956
  2   1.00 0.09152
  3   1.50 0.01578
  4   2.00 0.00109
Tbar at E = 0.13 meV: time integration 0.044407, formula 0.044407
narrow Lorentzian leads, centre 0 meV, half width 0.30 meV, E = 0:
  true transmission 0.6178, shifted static sum 0.0817
```
